# Unbiased next-event floor flux estimates for free-molecular trench Monte Carlo

## Result

Radicals enter a trench, fly without gas collisions and leave each surface diffusely until they stick or escape. A direct estimate of the flux on a floor strip \(B\) counts the arrivals \(N\) of each radical. The next-event estimate adds, at every emission point \(P_n\), the entrance included, the probability \(p(P_n)\) that the next flight ends in \(B\):

\[
A=\sum_n p(P_n),\qquad \mathbb E[A]=\mathbb E[N].
\]

With shadowing included, \(p\) has a closed form,

\[
p=\tfrac12\left|\sin\theta(x_2)-\sin\theta(x_1)\right|,
\]

where \([x_1,x_2]\) is the part of the strip visible from \(P_n\) and \(\theta\) is the in-plane angle from the surface normal. The flux on the strip divided by the entrance flux is \((a/b)\,\mathbb E[A]\), for opening width \(a\) and strip width \(b\).

Equality of the means does not guarantee a smaller variance. A sufficient condition for that is derived below, with a case in which the method loses.

## Model and conventions

The trench is infinitely long in \(y\). Its floor lies at \(z=0\), \(|x|<w/2\), and its walls reach \(z=d\). Above them is a mask of thickness \(m\) whose opening \(|x|<a/2\) is narrower than the trench. The part of the mask that overhangs the trench has a flat underside.

Entering radicals start uniformly over the opening with the cosine law. At a surface point \(Q\) a radical sticks with probability \(s(Q)\); otherwise it leaves by the cosine law, independently of its arrival direction. A radical reaching the opening from inside is lost. \(N\) includes repeated arrivals of one radical, so it measures incident flux. Net uptake is smaller by the factor \(s_{\rm floor}\).

If every surface has \(s\ge s_{\min}>0\), each flight ends the history with probability at least \(s_{\min}\). The number of flights then has a geometrically bounded tail, and its moments are finite. The algebra is classical geometry and holds in any length unit.

## The visible-strip probability

The cosine law gives probability \(\cos\vartheta/\pi\) per unit solid angle. Take a wall point at height \(z\) and a floor line at distance \(x\) from that wall, so that \(r^2=x^2+z^2\). For an offset \(q\) along the trench the distance is \(R=\sqrt{r^2+q^2}\), and the cosines at emitter and receiver are \(x/R\) and \(z/R\). A receiving area element subtends \((z/R)/R^2\) per unit area. The probability per unit floor width is therefore

\[
k=\int_{-\infty}^{\infty}\frac{xz}{\pi(r^2+q^2)^2}\,dq
=\frac{xz}{\pi}\,\frac{\pi}{2r^3}=\frac{xz}{2r^3}.
\]

For any pair of surfaces the same integral gives \(k=\cos\theta\cos\theta'/(2r)\), with in-plane angles \(\theta,\theta'\). A receiving width \(dl\) covers the angle \(d\theta=\cos\theta'\,dl/r\), so

\[
k\,dl=\tfrac12\cos\theta\,d\theta=\tfrac12\,d(\sin\theta).
\]

Thus \(\sin\theta\) is uniform on \((-1,1)\), and integration over the visible interval gives the stated \(p\).

For an emission point \((x_0,z_0)\) with unit tangent \((t_x,t_z)\),

\[
\sin\theta(x)=\frac{t_x(x-x_0)-t_z z_0}{\sqrt{(x-x_0)^2+z_0^2}}.
\]

From trench walls and mask underside the whole floor is visible, because the trench below the mask is a rectangle. From the opening or a mask wall, \(z_0>d\), and the lower mask corners \((\pm a/2,d)\) limit the view. A line through a corner at \(x=c\) falls by \(z_0-d\) while moving sideways by \(c-x_0\). Continued to the floor, it lands at

\[
X(c)=x_0+(c-x_0)\frac{z_0}{z_0-d}.
\]

For a strip \([l,h]\), set \(x_1=\max[l,X(-a/2)]\) and \(x_2=\min[h,X(a/2)]\). If \(x_2<x_1\), then \(p=0\). Floor emissions also have \(p=0\), since the floor is flat.

## Why the mean is unchanged

Let \(J_n\) be 1 if emission \(n\) occurs and 0 otherwise. Let \(I_{n+1}\) be 1 if the following flight ends in \(B\). The history \(F_n\) contains everything up to emission \(n\), including \(P_n\), but not the new direction. By definition of \(p\),

\[
\mathbb E[I_{n+1}\mid F_n]=p(P_n)\quad\text{when }J_n=1.
\]

Since \(J_n\) is known from \(F_n\), it can be taken outside the conditional mean:

\[
\mathbb E[J_nI_{n+1}]
=\mathbb E\big[J_n\,\mathbb E[I_{n+1}\mid F_n]\big]
=\mathbb E[J_np(P_n)].
\]

Now sum over \(n\). All terms are nonnegative, so sum and mean may be exchanged. The left side becomes \(\mathbb E[N]\), the right side \(\mathbb E[A]\). Both are finite because neither exceeds the mean number of flights.

The proof shows what an implementation must respect:

- The score must use the emission law and visibility of the traced flights.
- Every emission must be scored once, including the entrance.
- Actual arrivals must not be added to \(A\); doing so gives \(2\,\mathbb E[N]\).
- The flight is still sampled after scoring. It may land in \(B\), reflect and continue.

If a fraction \(f\) of reflections is specular, the diffuse \(p\) is no longer the conditional probability. The entrance emission keeps \(p\), but at every reflection it must be replaced by \((1-f)p+f\,I_{\rm mirror}\), where \(I_{\rm mirror}\) is 1 if the mirror ray, known from the arrival direction, ends in \(B\).

## Algorithm

```
sum1 = sum2 = 0
repeat M times:
    P = uniform point on the opening
    A = 0
    loop:
        A = A + p(P)
        trace a cosine-law flight from P to nearest Q
        if Q is on the opening: leave loop
        if random < s(Q): leave loop
        P = Q
    sum1 = sum1 + A
    sum2 = sum2 + A*A
mean  = sum1/M
error = sqrt((sum2/M - mean*mean)/(M-1))
flux ratio = (a/b)*mean
```

The error is formed from whole histories, because scores within one history are correlated. An in-plane direction is drawn by setting \(\sin\theta=2\xi-1\), with \(\xi\) uniform on \((0,1)\). The calculations below instead traced three-dimensional cosine directions, so their arrival counts do not presuppose the projected law.

## When the variance falls

Let \(u(P)\) be the mean number of later arrivals after emission from \(P\). Let \(T\) average a function over the next landing point, weighted by survival \(1-s\). Then

\[
u=p+Tu .
\]

For one history write \(A=p+\chi A'\), where \(\chi\) marks survival after the next flight and \(A'\) is the score from there on. Squaring and using \(\chi^2=\chi\) gives \(A^2=p^2+2p\chi A'+\chi A'^2\). The mean of \(\chi A'\) is \(Tu=u-p\). Hence \(a_2=\mathbb E[A^2]\) obeys

\[
a_2=p^2+2p(u-p)+Ta_2=2pu-p^2+Ta_2 .
\]

Similarly \(N=I+\chi N'\), and \(I^2=I\). With \(R=\mathbb E[I\chi N']\), the mean of later arrivals that follow a landing in \(B\) on the first flight,

\[
n_2=\mathbb E[N^2]=p+2R+Tn_2 .
\]

Subtraction gives

\[
n_2-a_2=g+T(n_2-a_2),\qquad g=p(1+p-2u)+2R .
\]

Iteration yields \(n_2-a_2=g+Tg+T^2g+\dots\), which converges because \(T\) multiplies the largest absolute value of a function by at most \(1-s_{\min}\). If \(g\ge0\) at every emission point, then \(n_2\ge a_2\). The means are equal, so \(\operatorname{Var}A\le\operatorname{Var}N\). In particular, \(u\le\tfrac12\) everywhere is enough.

**A narrow strip away from the corners.** Here \(k\) is bounded, so \(p\) and \(u\) are at most of order \(b\), and \(a_2\) is of order \(b^2\). But \(N\) is an integer, so \(N^2\ge N\) and \(\operatorname{Var}N\ge\bar u(1-\bar u)\), where \(\bar u=\mathbb E[N]\) is of order \(b\). The variance ratio therefore grows at least as fast as \(1/b\) when \(b\to0\).

**A narrow strip touching a corner.** A wall point at height \(z\) above that corner has \(p=\tfrac12(1-z/\sqrt{z^2+b^2})\), which tends to \(\tfrac12\) at the corner. With \(v=z/b\),

\[
\int_0^\infty p^2dz=\frac b4\int_0^\infty\left(2-\frac{2v}{\sqrt{1+v^2}}-\frac1{1+v^2}\right)dv
=\frac b4\left(2-\frac\pi2\right).
\]

If the wall emits near the corner, \(a_2\) thus contains a term of order \(b\). The variance of \(N\) is also at most of order \(b\): on average at most \(1/s_{\min}\) flights follow an emission, so \(R\le p/s_{\min}\), and iterating the equation for \(n_2\) gives \(\mathbb E[N^2]\le(1+2/s_{\min})\,\bar u\). Here \(\bar u\le b/a\), since the incident flux nowhere exceeds the entrance flux. The ratio therefore does not grow without limit.

**A case that loses.** Seal the opening with a reflecting lid, let only the floor absorb, and emit radicals from the lid. Take the whole floor as \(B\). Every radical reaches the floor once, so \(N=1\) and \(\operatorname{Var}N=0\), while \(A\) depends on the path. If \(p\) had the same value at every emission, the number of flights \(G\) would be geometric with variance \((1-p)/p^2\), and \(A=pG\) would have variance \(1-p\). For the trench used below, sealed in this way, the sampled variance of \(A\) is 0.869; the panel solution described next gives 0.859. Next-event scoring is harmful there.

## Worked example

The dimensions are \(a=60\) nm, \(w=100\) nm, \(d=300\) nm and \(m=300\) nm. Sticking is 0.5 on the floor, 0.1 on trench walls and mask underside, and 0.05 on mask walls. The run used 300,000 histories with 6.28 flights per radical on average.

A second solution divides the surfaces into panels and solves the equations for \(u\), \(n_2\) and \(a_2\), with visibility computed through the mask aperture. Without sticking, \(k\) is symmetric and its integral over the closed outline is 1, so a uniform incident flux solves the balance. The floor must then receive \(w/a=1.66667\) arrivals per entering radical; the panels give 1.66668.

Fluxes relative to the entrance flux are:

| Strip, \(x\) in nm | Panels | Counting | Next-event | Variance ratio |
|---|---:|---:|---:|---:|
| −5 to 5 | 0.14628 | 0.14530 ± 0.00175 | 0.14595 ± 0.00045 | 15.1 |
| 40 to 50 | 0.13380 | 0.13040 ± 0.00172 | 0.13324 ± 0.00058 | 8.9 |
| −50 to 50 | 0.14246 | 0.14098 ± 0.00064 | 0.14213 ± 0.00045 | 2.0 |

The next-event values lie within about one standard error of the panel values. Counting is low by about two standard errors for the corner strip and the whole floor. The paired differences \(N-A\) are −0.38, −1.81 and −2.35 standard errors. The last is a fairly large fluctuation, but the three share histories and are not independent evidence of a bias. On the panels, \(g\) is nowhere negative for any of the three strips, so the sufficient condition holds to panel resolution.

For the central strip, \(\mathbb E[N]=0.1463\times10/60=0.0244\), and the variances are 0.0254 for \(N\) and 0.00169 for \(A\). A standard error of 1 % of the mean requires \(M=\operatorname{Var}/(0.01\,\mathbb E[N])^2\), or about 427,000 histories by counting and 28,000 by next-event scoring.

The direct flight contributes about \(b/[2(d+m)]=10/1200=0.0083\) to this mean, one third of the total. Reflected radicals supply the rest, so scoring the entrance alone would miss most of the flux.

## Cost

Scoring the central strip raised processor time by a factor 1.31 in one timing. The net gain was \(15.07/1.31=11.5\). This figure belongs to that code and machine.

If each extra strip adds the same 0.31, ten strips cost a factor 4.1. The net gain would then be about 3.7 at the centre and 2.2 in the corner. This is an extrapolation, not a timing. Counting fills many strips almost for free, so next-event scoring pays best for a few small targets.

## Failure modes and stability

**Missing shadow.** For entering radicals, \(z_0/(z_0-d)=2\), so the right-hand visibility limit is \(60-x_0\) in nm. The strip from 40 to 50 nm is fully visible for \(x_0<10\), hidden for \(x_0>20\), and partly hidden between. On average a fraction \((5+10)/60=1/4\) of its direct view is blocked. Ignoring this should raise the relative flux by about \(\tfrac14\times0.0083\times6=0.0125\). On the same histories the next-event value rose from 0.1332 to 0.1456, by 0.0124. The result is 8.8 % above the panel value, and more histories would not remove the bias.

**Scoring one random floor point.** Choosing \(x\) uniformly in the strip and scoring \(bk\), with \(k=0\) if hidden, is also unbiased. From a given emission point its second moment is \(b\int_B k^2dx\). Near a corner, with polar angle \(\varphi\), the sum over wall heights contains

\[
\iint k^2dx\,dz=\frac14\int\frac{dr}{r}\int_0^{\pi/2}\sin^2\varphi\cos^2\varphi\,d\varphi
=\frac{\pi}{64}\int\frac{dr}{r}.
\]

This grows by \((\pi/64)\ln10=0.1130\) per decade towards the corner; direct quadrature over two decades of wall height also gave 0.1130. If the strip touches the corner and the wall emits there, the variance is infinite and the usual error bar is meaningless. The strip probability \(p\le1\) removes this divergence.

**Rounding.** The difference of two nearly equal sines loses relative accuracy of order (machine precision)/\(p\). In double precision this is harmless at \(p\approx0.008\).

## Relation to silicon etching

The example represents fluorine radicals etching silicon under a thick hard mask, with rough typical inputs: 400 K, 20 mTorr total pressure and 2 mTorr of radicals. With temperature \(\tau\) in energy units, density \(P/\tau\) and mean speed \(\sqrt{8\tau/(\pi M_r)}\), the entrance flux is one quarter of their product, \(P/\sqrt{2\pi M_r\tau}\), for radical mass \(M_r\). This gives about \(8\times10^{17}\) cm⁻² s⁻¹, and the mean floor flux is about \(0.14\) times that, \(1.1\times10^{17}\) cm⁻² s⁻¹. Floor sticking of 0.5 stands for an ion-bombarded surface and is high for fluorine on silicon without ions. For an assumed collision diameter of 0.4 nm (mean free path about 2.9 mm), gas collisions affect about 0.05 % of arrivals, and fewer than 0.1 % land more than 5000 nm along the trench from their entry point. The thermal wavelength, 0.020 nm, is far below the opening width, and at 5 nm/s the floor moves about \(10^{-8}\) nm in the mean flight time to a floor arrival. The surface law matters much more. With floor and mask-wall sticking fixed, halving the trench-wall and underside value raises the mean floor flux by 21 %; doubling it lowers the flux by 22 %. Making 10 % of reflections specular raises it by about 10 %. Real sticking depends on coverage, passivation and ion exposure, and surface diffusion is also omitted, so the small statistical error is not the uncertainty of a process prediction.

## Computed values

```
opening, trench width: 60, 100 nm
trench depth, mask thickness: 300, 300 nm
sticking floor, wall, mask: 0.5, 0.1, 0.05
histories: 300000; flights per radical: 6.281
panel closure error: 2.2e-16
lossless floor arrivals: 1.66668; expected 1.66667
largest change on panel refinement: 0.0445 %
centre: strip x from -5 to 5 nm
  relative flux, panels: 0.14628
  counting: 0.14530 +- 0.00175
  next-event: 0.14595 +- 0.00045
  paired difference: -0.38 standard errors
  variance N, sampled and panels: 0.02540, 0.02542
  variance A, sampled and panels: 0.00169, 0.00170
  variance ratio N/A: 15.07; min g 0.00e+00
corner: strip x from 40 to 50 nm
  relative flux, panels: 0.13380
  counting: 0.13040 +- 0.00172
  next-event: 0.13324 +- 0.00058
  paired difference: -1.81 standard errors
  variance N, sampled and panels: 0.02458, 0.02515
  variance A, sampled and panels: 0.00276, 0.00280
  variance ratio N/A: 8.92; min g 0.00e+00
floor: strip x from -50 to 50 nm
  relative flux, panels: 0.14246
  counting: 0.14098 +- 0.00064
  next-event: 0.14213 +- 0.00045
  paired difference: -2.35 standard errors
  variance N, sampled and panels: 0.33787, 0.34226
  variance A, sampled and panels: 0.16511, 0.16692
  variance ratio N/A: 2.05; min g 0.00e+00
corner flux, entering shadow ignored: 0.14563
  its excess: 8.8 %
histories for 1 % at centre: 427407 counting, 28354 next-event
cost ratio (this run): 1.31; net speed gain: 11.5
sealed box variance: N 0.0, A 0.869
  A from panels: 0.859
point-score growth per decade: 0.11303, 0.11303
gas: 400 K, 20 mTorr; radicals 2 mTorr
radical mass: 18.998 u; collision diameter: 0.4 nm
entrance flux: 8.059e+17 /(cm2 s)
mean floor flux: 1.148e+17 /(cm2 s)
gas mean free path: 2.914e+06 nm
mean path to floor arrival: 1434 nm
arrivals with a gas collision: 0.0492 %
arrivals beyond half of 10000 nm length: 0.041 %
thermal wavelength: 0.0200 nm
floor motion in flight at 5 nm/s: 1.1e-08 nm
relative floor flux, wall sticking halved: 0.1723
relative floor flux, wall sticking doubled: 0.1110
with 10 % specular: 0.1572 +- 0.0011
```
